# Two-photon interference of emitters with unequal lifetimes: test program

```python
# Two-photon interference of exponentially decaying photons.
# Result under test: for pure, resonant photons that start together,
#   V = 1 - Pc/Pd = 4 g1 g2 / (g1 + g2)^2, which is 8/9 for g1 = 2 g2.
# Pc: coincidence probability behind a balanced beam splitter.
# Pd: the same for photons of orthogonal polarisation.
# g1, g2: intensity decay rates (1/ns), the inverse lifetimes.
# Times are in ns, angular detunings in rad/ns.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import erfcx

tau_fast, tau_slow = 500.0, 1000.0
g_fast, g_slow = 1 / tau_fast, 1 / tau_slow
bin_width, n_bins = 25.0, 600
times = (np.arange(n_bins) + 0.5) * bin_width


def visibility(g1, g2, detuning=0.0, dephasing=0.0):
    """Derived law; dephasing is the sum of both pure-dephasing rates."""
    total = g1 + g2
    k = total / 2 + dephasing
    return 2 * g1 * g2 / total * k / (k**2 + detuning**2)


def packet(lifetime, start=0.0, detuning=0.0):
    """Normalised photon amplitude on the time grid."""
    age = np.maximum(times - start, 0.0)
    amp = np.exp(-age / (2 * lifetime) - 1j * detuning * times)
    amp = np.where(times > start, amp, 0.0)
    return amp / np.linalg.norm(amp)


def joint_clicks(u, v, reflect=0.5):
    """Click probabilities (output c in mode m, output d in mode n),
    from the symmetrised two-photon state sent through the splitter."""
    n = len(u)
    state = np.zeros((2, n, 2, n), dtype=complex)
    state[0, :, 1, :] = np.outer(u, v) / np.sqrt(2)
    state[1, :, 0, :] = np.outer(v, u) / np.sqrt(2)
    r, t = np.sqrt(reflect), np.sqrt(1 - reflect)
    out_c, out_d = np.array([t, r]), np.array([-r, t])
    amp = np.einsum('p,q,pmqn->mn', out_c, out_d, state)
    return 2 * np.abs(amp)**2  # either particle label may be in c


def orthogonal_coincidence(u, v, reflect=0.5):
    """Coincidences when the photons have orthogonal polarisations."""
    zero = np.zeros(n_bins)
    return joint_clicks(np.concatenate([u, zero]),
                        np.concatenate([zero, v]), reflect).sum()


# Ideal case: simulated state against the derived law
fast, slow = packet(tau_fast), packet(tau_slow)
clicks = joint_clicks(fast, slow)
p_coinc = clicks.sum()
p_dist = orthogonal_coincidence(fast, slow)
v_sim = 1 - p_coinc / p_dist
v_ideal = visibility(g_fast, g_slow)
assert abs(p_dist - 0.5) < 1e-10
assert abs(v_sim - v_ideal) < 1e-4
assert abs(p_coinc - 1 / 18) < 1e-4

# Exact symbolic overlap, with an arbitrary absolute rate
g, t = sp.symbols('g t', positive=True)
overlap = sp.integrate(sp.sqrt(2) * g * sp.exp(-3 * g * t / 2),
                       (t, 0, sp.oo))
v_exact = sp.simplify(overlap**2)
assert v_exact == sp.Rational(8, 9)

# Other lifetime ratio, and identical photons
v_three = 1 - 2 * joint_clicks(packet(1000 / 3), slow).sum()
assert abs(v_three - visibility(0.003, 0.001)) < 2e-4
v_same = 1 - 2 * joint_clicks(slow, slow).sum()
assert abs(v_same - 1) < 1e-10

# Distribution of the separation between the two clicks
def separation_density(s):
    pref = g_fast * g_slow / (2 * (g_fast + g_slow))
    return pref * (np.exp(-g_slow * s / 2) - np.exp(-g_fast * s / 2))**2


lags = np.arange(1, 300)
histogram = np.array([np.trace(clicks, k) + np.trace(clicks, -k)
                      for k in lags])
predicted = separation_density(lags * bin_width) * bin_width
assert np.max(np.abs(histogram - predicted)) < 2e-3 * predicted.max()
assert np.trace(clicks) < 1e-20
peak_sep = 2 * np.log(g_fast / g_slow) / (g_fast - g_slow)
peak_sim = lags[np.argmax(histogram)] * bin_width
assert abs(peak_sim - peak_sep) <= bin_width
area = quad(separation_density, 0, 40 * tau_slow, limit=200)[0]
assert abs(area - 1 / 18) < 1e-7

# Trigger offset: the photon that starts first sets the loss
for lag in (250.0, 500.0):
    late_slow = joint_clicks(fast, packet(tau_slow, lag)).sum()
    late_fast = joint_clicks(packet(tau_fast, lag), slow).sum()
    assert abs(1 - 2 * late_slow - v_ideal * np.exp(-g_fast * lag)) < 2e-4
    assert abs(1 - 2 * late_fast - v_ideal * np.exp(-g_slow * lag)) < 2e-4

# Detuning
test_det = 0.002
v_det = 1 - 2 * joint_clicks(fast, packet(tau_slow, 0, test_det)).sum()
assert abs(v_det - visibility(g_fast, g_slow, test_det)) < 1e-3

# Unbalanced splitter
refl = 0.45
balance = 2 * refl * (1 - refl) / (refl**2 + (1 - refl)**2)
v_unbal = 1 - (joint_clicks(fast, slow, refl).sum()
               / orthogonal_coincidence(fast, slow, refl))
assert abs(v_unbal - balance * v_ideal) < 2e-4

# Pure dephasing: average over random-walk phases; the tolerance is
# over four standard errors of the mean for 8000 histories
rng = np.random.default_rng(7)
test_deph = 0.002
steps = rng.normal(0, np.sqrt(2 * test_deph * bin_width), (8000, n_bins))
phase = np.cumsum(steps, axis=1)
noisy = np.exp(1j * phase) @ (fast.conj() * slow)
v_noisy = np.mean(np.abs(noisy)**2)
v_noisy_law = visibility(g_fast, g_slow, 0, test_deph)
assert abs(v_noisy - v_noisy_law) < 0.015

# Slow spectral wandering: Gaussian spread of the relative detuning
wander_ghz = 1.0
sigma = 2 * np.pi * wander_ghz / np.sqrt(8 * np.log(2))
half = (g_fast + g_slow) / 2
x = half / (np.sqrt(2) * sigma)
wander_factor = np.sqrt(np.pi) * x * erfcx(x)


def wander_integrand(theta):
    d = half * np.tan(theta)
    return half * np.exp(-0.5 * (d / sigma)**2) / (
        sigma * np.sqrt(2 * np.pi))


wander_quad = 2 * quad(wander_integrand, 0, np.pi / 2, limit=400,
                       epsabs=1e-13, epsrel=1e-10)[0]
assert abs(wander_quad / wander_factor - 1) < 1e-6
v_wander = v_ideal * wander_factor

# Unfiltered phonon sideband, treated as light dephased within about 1 ps
zpl = 0.2
side_rate = 500.0  # 1/ns for each emitter
v_side = (zpl**2 * v_ideal
          + 2 * zpl * (1 - zpl) * visibility(g_fast, g_slow, 0, side_rate)
          + (1 - zpl)**2 * visibility(g_fast, g_slow, 0, 2 * side_rate))
assert abs(v_side / (zpl**2 * v_ideal) - 1) < 1e-3

# Thermal escape to a higher level: each emitter loses coherence at half
# its escape rate, so the two together add one full escape rate
gap_mev, relax_rate = 2.0, 1.0
thermal = {}
for temp in (1.5, 4.0):
    ratio = gap_mev * 1e-3 * const.e / (const.k * temp)
    escape = relax_rate / np.expm1(ratio)
    thermal[temp] = (escape, visibility(g_fast, g_slow, 0, escape))

offset = 10.0
v_off_fast_first = v_ideal * np.exp(-g_fast * offset)
v_off_slow_first = v_ideal * np.exp(-g_slow * offset)
decay_in_pulse = 1 - np.exp(-g_fast * offset)
wavelength_nm, quality = 1300.0, 1.0e4
omega = 2 * np.pi * const.c / (wavelength_nm * 1e-9)
storage_ps = quality / omega * 1e12

print(f"lifetime, fast emitter: {tau_fast:.0f} ns")
print(f"lifetime, slow emitter: {tau_slow:.0f} ns")
print(f"decay rate, fast: {g_fast:.4f} per ns")
print(f"decay rate, slow: {g_slow:.4f} per ns")
print(f"natural linewidth, fast: {1e3*g_fast/(2*np.pi):.3f} MHz")
print(f"natural linewidth, slow: {1e3*g_slow/(2*np.pi):.3f} MHz")
print(f"amplitude overlap S: {np.sqrt(v_ideal):.4f}")
print(f"visibility, exact symbolic: {v_exact}")
print(f"visibility, formula: {v_ideal:.5f}")
print(f"visibility, simulated state: {v_sim:.5f}")
print(f"coincidence probability, formula: {(1-v_ideal)/2:.5f}")
print(f"coincidence probability, simulated: {p_coinc:.5f}")
print(f"coincidence probability, orthogonal: {p_dist:.5f}")
print(f"other convention (Pd-Pc)/(Pd+Pc): "
      f"{(p_dist-p_coinc)/(p_dist+p_coinc):.4f}")
print(f"visibility, lifetime ratio 3, simulated: {v_three:.4f}")
print(f"visibility, equal lifetimes, simulated: {v_same:.4f}")
print(f"most likely click separation, formula: {peak_sep:.0f} ns")
print(f"most likely click separation, simulated: {peak_sim:.0f} ns")
print(f"time bin of simulation: {bin_width:.0f} ns")
print(f"dephasing test, summed rate: {test_deph:.4f} per ns")
print(f"dephasing test, visibility by formula: {v_noisy_law:.3f}")
print(f"dephasing test, visibility by random phases: {v_noisy:.3f}")
print("Neglected effects, each taken alone:")
print(f"relative spectral wandering, FWHM: {wander_ghz:.1f} GHz")
print(f"visibility with wandering: {v_wander:.2e}")
print(f"zero-phonon fraction: {zpl:.1f}")
print(f"sideband dephasing rate, each: {side_rate:.0f} per ns")
print(f"visibility with unfiltered sideband: {v_side:.4f}")
print(f"gap to higher level: {gap_mev:.1f} meV")
print(f"assumed relaxation rate: {relax_rate:.1f} per ns")
for temp, (escape, v_temp) in thermal.items():
    print(f"escape rate at {temp:.1f} K: {escape:.2e} per ns")
    print(f"visibility at {temp:.1f} K: {v_temp:.4f}")
print(f"trigger offset and pulse length: {offset:.0f} ns")
print(f"visibility, fast photon first: {v_off_fast_first:.4f}")
print(f"visibility, slow photon first: {v_off_slow_first:.4f}")
print(f"fast-emitter decay chance within pulse: {decay_in_pulse:.4f}")
print(f"splitter reflectance: {refl:.2f}")
print(f"visibility, unbalanced splitter: {balance*v_ideal:.4f}")
print(f"wavelength: {wavelength_nm:.0f} nm")
print(f"cavity quality factor: {quality:.0f}")
print(f"cavity storage time: {storage_ps:.1f} ps")
print("every check passed")
```

Output:

```
lifetime, fast emitter: 500 ns
lifetime, slow emitter: 1000 ns
decay rate, fast: 0.0020 per ns
decay rate, slow: 0.0010 per ns
natural linewidth, fast: 0.318 MHz
natural linewidth, slow: 0.159 MHz
amplitude overlap S: 0.9428
visibility, exact symbolic: 8/9
visibility, formula: 0.88889
visibility, simulated state: 0.88890
coincidence probability, formula: 0.05556
coincidence probability, simulated: 0.05555
coincidence probability, orthogonal: 0.50000
other convention (Pd-Pc)/(Pd+Pc): 0.8000
visibility, lifetime ratio 3, simulated: 0.7500
visibility, equal lifetimes, simulated: 1.0000
most likely click separation, formula: 1386 ns
most likely click separation, simulated: 1375 ns
time bin of simulation: 25 ns
dephasing test, summed rate: 0.0020 per ns
dephasing test, visibility by formula: 0.381
dephasing test, visibility by random phases: 0.382
Neglected effects, each taken alone:
relative spectral wandering, FWHM: 1.0 GHz
visibility with wandering: 6.26e-04
zero-phonon fraction: 0.2
sideband dephasing rate, each: 500 per ns
visibility with unfiltered sideband: 0.0356
gap to higher level: 2.0 meV
assumed relaxation rate: 1.0 per ns
escape rate at 1.5 K: 1.91e-07 per ns
visibility at 1.5 K: 0.8888
escape rate at 4.0 K: 3.03e-03 per ns
visibility at 4.0 K: 0.2943
trigger offset and pulse length: 10 ns
visibility, fast photon first: 0.8713
visibility, slow photon first: 0.8800
fast-emitter decay chance within pulse: 0.0198
splitter reflectance: 0.45
visibility, unbalanced splitter: 0.8713
wavelength: 1300 nm
cavity quality factor: 10000
cavity storage time: 6.9 ps
every check passed
```
